# Natural expansions and energy functionals of two-electron singlets and triplets

Two electrons have the Hamiltonian $H=h(1)+h(2)+1/r_{12}$, in atomic units, where $h$ is Hermitian and does not act on spin. The state is a normalized spatial function times a normalized singlet or triplet spin function. In an orthonormal set of real spatial functions $\chi_a$,

$$\psi(\mathbf r_1,\mathbf r_2)=\sum_{ab}C_{ab}\,\chi_a(\mathbf r_1)\chi_b(\mathbf r_2),\qquad \sum_{ab}|C_{ab}|^2=1 .$$

A bar denotes complex conjugation, $T$ the transpose and $\dagger$ the adjoint. Inner products are $\langle u|v\rangle=u^\dagger v$. Repulsion integrals are written

$$(pq|rs)=\iint \frac{\bar\varphi_p(1)\varphi_q(1)\,\bar\varphi_r(2)\varphi_s(2)}{r_{12}}\,d1\,d2 .$$

## (a) Symmetry and the density matrix

**Question.** What does the Pauli principle require of $C$? Express the spin-summed one-particle density matrix $\gamma$ through $C$.

**Solution.** The total wave function changes sign when the electrons are exchanged. The singlet spin function is odd under exchange and every triplet spin function is even. The spatial function is therefore even for a singlet and odd for a triplet:

$$C^T=\eta C,\qquad \eta=+1\ \text{(singlet)},\quad \eta=-1\ \text{(triplet)} .$$

The normalized spin function contributes a factor 1 when spins are summed. Either electron may be the one observed, which gives a factor 2:

$$\gamma(\mathbf r,\mathbf r')=2\int\psi(\mathbf r,\mathbf r_2)\bar\psi(\mathbf r',\mathbf r_2)\,d\mathbf r_2,
\qquad \gamma_{ab}=2\sum_c C_{ac}\bar C_{bc}.$$

Thus $\gamma=2G$ with $G=CC^\dagger$. Its eigenvectors are the natural orbitals and its eigenvalues $n$ are their occupations, with $\sum n=\operatorname{Tr}\gamma=2$.

In an infinite basis, $\sum|C_{ab}|^2=1$ makes $C$ a compact operator. The positive eigenvalues of $G$ are then discrete, each with finite multiplicity, so the constructions below need only finite-dimensional eigenspaces.

## (b) The singlet expansion

**Question.** An eigenvector of $\gamma$ says nothing directly about how the two electrons are matched in $\psi$. Use the antilinear map $\Theta u=C\bar u$ to find this matching for $\eta=+1$, including degenerate occupations.

**Solution.** First keep $\eta$ general. Conjugating $C^T=\eta C$ gives $C^\dagger=\eta\bar C$, hence

$$\Theta^2u=C\,\overline{C\bar u}=C\bar C u=\eta\,CC^\dagger u=\eta Gu .$$

Since $\Theta$ commutes with $\Theta^2$, it commutes with $G$. If $Gu=s^2u$ with $s>0$, then $G\Theta u=s^2\Theta u$, so $\Theta$ maps the eigenspace into itself. Also $C^\dagger C=\eta\bar CC=\bar G$. For two vectors in this eigenspace,

$$\langle\Theta u|\Theta v\rangle=u^TC^\dagger C\bar v=u^T\bar G\bar v=\overline{u^\dagger Gv}=s^2\langle v|u\rangle .$$

Therefore $K=\Theta/s$ satisfies

$$\langle Ku|Kv\rangle=\langle v|u\rangle,\qquad K^2=\eta .$$

For a singlet $K^2=1$. Take any nonzero $v$ in the eigenspace. The vectors $v+Kv$ and $i(v-Kv)$ are both unchanged by $K$; for the second,

$$K[i(v-Kv)]=-i(Kv-v)=i(v-Kv).$$

They cannot both vanish, because $v$ is half the sum of $v+Kv$ and $v-Kv$. Normalize a nonzero one and call it $u$, so that $Ku=u$. If $v$ is orthogonal to $u$, then $\langle u|Kv\rangle=\langle Ku|Kv\rangle=\langle v|u\rangle=0$. The orthogonal complement is thus also mapped into itself, and the procedure can be repeated until the eigenspace is exhausted.

This gives orthonormal vectors with $C\bar u_p=s_pu_p$. If $Gu=0$, then $\|C^\dagger u\|^2=u^\dagger Gu=0$, and $C\bar u=\overline{C^\dagger u}=0$, so the relation includes $s=0$. The vectors $\bar u_p$ form a complete orthonormal set, and specifying $C$ on them fixes it:

$$C=\sum_p s_pu_pu_p^T,\qquad
\psi=\sum_p s_p\,\varphi_p(1)\varphi_p(2),\qquad n_p=2s_p^2 .$$

Each natural orbital is matched with itself. This is the Löwdin–Shull expansion.

If $C$ is real, the spectral theorem gives the same form with real orbitals and signed coefficients:

$$\psi=\sum_p c_p\varphi_p(1)\varphi_p(2),\qquad c_p=f_p\sqrt{n_p/2},\quad f_p=\pm1 .$$

## (c) The triplet expansion

**Question.** What replaces this matching when $\eta=-1$?

**Solution.** Now $K^2=-1$. Setting $v=Ku$ in the inner-product rule gives $\langle Ku|K^2u\rangle=\langle Ku|u\rangle$. The left side is $-\langle Ku|u\rangle$, so $\langle Ku|u\rangle=0$: each vector has an orthogonal partner of the same occupation.

Choose a unit vector $w$ and put $u=Kw$. Then $Ku=-w$, or

$$C\bar w=su,\qquad C\bar u=-sw .$$

If $v$ is orthogonal to both, then $\langle u|Kv\rangle=\langle Kw|Kv\rangle=\langle v|w\rangle=0$ and $\langle w|Kv\rangle=-\langle Ku|Kv\rangle=-\langle v|u\rangle=0$. We may therefore remove the pair and repeat. Every positive occupation has even multiplicity, and

$$C=\sum_k s_k(u_kw_k^T-w_ku_k^T).$$

Write $s_k=a_k/\sqrt2$, and let $\varphi_k,\varphi_{k'}$ be the orbitals of $u_k,w_k$. Then

$$\psi=\sum_k a_kg_k,\qquad
g_k=\frac{\varphi_k(1)\varphi_{k'}(2)-\varphi_{k'}(1)\varphi_k(2)}{\sqrt2}.$$

The $g_k$ are orthonormal, so $\sum_k a_k^2=1$. The occupations are $n_k=n_{k'}=2s_k^2=a_k^2$. They cannot exceed 1, whereas a singlet occupation can reach 2.

## (d) The energies

**Question.** Evaluate $\langle\psi|H|\psi\rangle$ for both expansions.

**Solution.** For a singlet with real $c_p$, the second electron supplies an overlap in the one-electron term:

$$\langle\varphi_p\varphi_p|h(1)|\varphi_q\varphi_q\rangle=h_{pq}\delta_{pq}.$$

The two electrons together give $\sum_p2c_p^2h_{pp}=\sum_pn_ph_{pp}$. The repulsion between products $p$ and $q$ is

$$\iint\frac{\bar\varphi_p(1)\bar\varphi_p(2)\varphi_q(1)\varphi_q(2)}{r_{12}}\,d1\,d2=(pq|pq).$$

Since $c_pc_q=\tfrac12f_pf_q\sqrt{n_pn_q}$,

$$E_{\rm singlet}=\sum_pn_ph_{pp}+\frac12\sum_{pq}f_pf_q\sqrt{n_pn_q}\,(pq|pq).$$

For a triplet,

$$\langle g_k|h(1)|g_l\rangle=\tfrac12\left[h_{kl}\delta_{k'l'}-h_{kl'}\delta_{k'l}-h_{k'l}\delta_{kl'}+h_{k'l'}\delta_{kl}\right].$$

The middle terms vanish because an unprimed orbital never coincides with a primed one. The others survive for $k=l$ and give $\tfrac12(h_{kk}+h_{k'k'})$. The second electron doubles this. The repulsion element is

$$\tfrac12\left[(kl|k'l')-(kl'|k'l)-(k'l|kl')+(k'l'|kl)\right].$$

Interchanging the integration variables makes the first and fourth integrals equal, and likewise the second and third. Hence

$$E_{\rm triplet}=\sum_ka_k^2(h_{kk}+h_{k'k'})+\sum_{kl}a_ka_l\left[(kl|k'l')-(kl'|k'l)\right].$$

With $a_k=f_k\sqrt{n_k}$, this too is a functional of occupations, orbitals and signs. If one term carries all the weight, the formulas reduce to single-determinant energies: $2h_{11}+(11|11)$ for the singlet, and $h_{11}+h_{1'1'}$ plus Coulomb minus exchange repulsion for the triplet.

## (e) What the density matrix leaves open

**Question.** Can the signs be absorbed into the orbitals? Does $\gamma$ determine the energy?

**Solution.** Reversing a real singlet orbital leaves $\varphi_p(1)\varphi_p(2)$ unchanged, so it cannot absorb $f_p$. The complex replacement $\varphi_p\to i\varphi_p$ does reverse the product. It also reverses $(pq|pq)$ for $q\ne p$, as required. The exchange integral $(pq|qp)$ equals $(pq|pq)$ for real orbitals, but it is unchanged by this replacement and cannot be used in the complex formula.

In a triplet, $\varphi_{k'}\to-\varphi_{k'}$ reverses $g_k$, so even real orbitals can absorb the sign. More generally, a unitary mixing of the two partners multiplies $g_k$ by the determinant of the mixing. Mixings of determinant 1 leave the state unchanged.

None of these reversals, made without compensation in the coefficients, changes $\gamma$. The density matrix therefore lacks the relative signs, or relative phases for complex states. Degeneracy brings a further ambiguity. Let $a=(\varphi_1+\varphi_2)/\sqrt2$ and $b=(\varphi_1-\varphi_2)/\sqrt2$. Multiplying out, and writing the first factor for electron 1, gives

$$\frac{\varphi_1\varphi_1-\varphi_2\varphi_2}{\sqrt2}=\frac{ab+ba}{\sqrt2},\qquad
\frac{\varphi_1\varphi_1+\varphi_2\varphi_2}{\sqrt2}=\frac{aa+bb}{\sqrt2}.$$

Both states have the same $\gamma$, with $n_1=n_2=1$. In the first, $a$ and $b$ are valid eigenvectors of $\gamma$, but the expansion is not diagonal in them. In general, then, $\gamma$ does not fix the state or its energy. For the lowest state of the chosen spin, a functional of $\gamma$ alone can still be defined as the minimum of $\langle\psi|H|\psi\rangle$ over all states of that spin that yield $\gamma$. Minimizing this functional over $\gamma$ then covers every trial state of that spin, so by the variational principle it gives the lowest energy.

## (f) Which sign lowers the energy?

**Question.** Find the equation for the coefficients of a real singlet eigenstate. Solve it for two fixed orbitals.

**Solution.** Project $H\psi=E\psi$ onto $\varphi_p(1)\varphi_p(2)$. The right side gives $Ec_p$, and the matrix elements from part (d) give

$$\sum_q\left[2h_{pp}\delta_{pq}+(pq|pq)\right]c_q=Ec_p .$$

The orbitals here are the natural orbitals of that eigenstate. For the lowest singlet, $E$ is the lowest root, since every normalized coefficient vector is a singlet trial state.

With two orbitals, put $A_p=2h_{pp}+(pp|pp)$ and $B=(12|12)$. The lower root is

$$E=\frac{A_1+A_2}{2}-\sqrt{\left(\frac{A_2-A_1}{2}\right)^2+B^2}.$$

The integral $B$ is the electrostatic self-repulsion of the real charge distribution $\rho=\varphi_1\varphi_2$. If $V$ is its potential, $\nabla^2V=-4\pi\rho$, and integration by parts gives $B=\int\rho V\,d\mathbf r=\frac1{4\pi}\int|\nabla V|^2d\mathbf r$. This is positive unless $\rho$ vanishes everywhere. The coupling energy $2c_1c_2B$ is therefore lowered by opposite signs.

With three or more orbitals, the pairs compete: two coefficients opposite to $c_1$ have the same sign as each other, and their mutual coupling raises the energy. The two-orbital argument does not fix the sign pattern in general.

## (g) Hydrogen near its equilibrium distance

**Question.** Analyse the lowest singlet and triplet of H$_2$ at 0.75 angstrom, using full configuration interaction in the cc-pVTZ basis. How large are the sign effects?

**Solution.** The nuclei are fixed. Basis-set incompleteness, nuclear motion and relativity are left out. The complete figures are in the numerical output.

The leading singlet occupations are 1.9639 and 0.0206, with $c_1=0.9909$ and $c_2=-0.1014$. At this distance and in this basis, $c_1$ is the only positive coefficient. This is not a general rule: with diffuse functions added (aug-cc-pVTZ) a second, very small positive coefficient appears, and at 4 angstrom four coefficients are positive in cc-pVTZ. The one-electron, diagonal repulsion, cross and nuclear terms add to

$$-67.03+17.93-2.00+19.20=-31.90\ \text{eV},$$

or $-1.1723$ hartree. These digits belong to the cc-pVTZ basis. In aug-cc-pVQZ the energy is $-31.94$ eV ($-1.1738$ hartree), the leading occupations are 1.9637 and 0.0204, and the one- and two-orbital energies given below fall by about 0.015 eV.

For the first two orbitals, in eV,

$$A_1=2(-33.977)+17.933=-50.021,$$
$$A_2=2(-14.185)+18.581=-9.789,\qquad B=4.567 .$$

The mean of $A_1$ and $A_2$ is $-29.905$ and half their difference is $20.116$. The lower root is

$$-29.905-\sqrt{20.116^2+4.567^2}=-50.533\ \text{eV}.$$

Adding the nuclear repulsion, 19.200 eV, gives $-31.33$ eV. One orbital gives $-30.82$ eV, five give $-31.81$ eV and all 28 give $-31.90$ eV. These truncations keep the natural orbitals of the full state and do not reoptimize them; the first value is therefore not claimed to be the Hartree–Fock energy.

If all signs are made positive at fixed occupations and orbitals, the energy rises to $-27.66$ eV, by 4.24 eV (4.34 eV in cc-pVQZ and in aug-cc-pVQZ). The cross term changes from $-2.00$ to $+2.24$ eV. It does not simply reverse, because couplings among the originally negative coefficients were already positive. Let $P$ be the magnitude of the couplings to orbital 1 and $Q$ the sum of the others. Then $-P+Q=-2.00$ and $P+Q=2.24$, so $P=2.12$ eV and $Q=0.12$ eV. The competition described in part (f) is present but weak here.

For the triplet the corresponding terms are

$$-50.47+10.21-0.28+19.20=-21.34\ \text{eV},$$

or $-0.7842$ hartree, which lies 10.56 eV above the singlet at the same distance. The triplet is more sensitive to diffuse functions: in aug-cc-pVQZ its energy is $-21.46$ eV, the gap is 10.48 eV, and the occupation 0.9972 and reversal cost 0.40 eV quoted next become 0.9967 and 0.415 eV. Both partners of the leading pair have occupation 0.9972. The weight outside the leading term is $1-a_1^2=0.0028$, compared with $1-c_1^2=0.0181$ for the singlet. Reversing the second pair with all else fixed costs 0.40 eV, so the relative orientation of triplet pairs also matters.

## (h) The separated-atom limit

**Question.** At 4 angstrom the occupations approach 1 and 1. Why does the relative sign remain essential?

**Solution.** The calculation gives $n_1=1.033$ and $n_2=0.966$, with $c_1=0.719$ and $c_2=-0.695$. To isolate the effect of the sign, take these two orbitals with equal occupations. Their repulsion is

$$W_\pm=\tfrac12[(11|11)+(22|22)]\pm(12|12).$$

Numerically,

$$W_\pm=\tfrac12(10.226+10.386)\pm6.704\ \text{eV},$$

so $W_-=3.60$ eV and $W_+=17.01$ eV. The density matrix, and hence the one-electron energy, is the same for both signs.

The identities in part (e) explain the difference. For real orbitals, expanding the repulsion of $(ab+ba)/\sqrt2$ and of $(aa+bb)/\sqrt2$ gives

$$W_-=(aa|bb)+(ab|ab),$$
$$W_+=\tfrac12[(aa|aa)+(bb|bb)]+(ab|ab).$$

When $\varphi_1$ and $\varphi_2$ are the even and odd combinations of two distant atomic orbitals, $a$ and $b$ sit on different atoms. The minus sign then describes one electron on each atom, and $W_-$ approaches $1/R$. At this distance $1/R$ is 3.60 eV, in agreement with the computed $W_-$. The plus sign describes a superposition in which both electrons are on the same atom, and their repulsion does not vanish as $R$ grows.

The full singlet energy is $-27.2025$ eV, compared with $-27.2010$ eV for two separate atoms in the same atomic basis. The difference of 0.0015 eV is mostly weak physical attraction within this basis. It is not converged: aug-cc-pVQZ gives 0.0025 eV, with $n_1=1.0345$ and $n_2=0.9654$, while $W_-$ stays at 3.60 eV. A small part, about 0.0001 eV, arises because each atom in the molecule can also use the other atom's basis functions; this is the lowering found when each isolated atom is given its partner's functions at the same distance.

## Computed values

```
H2 full CI, cc-pVTZ; spatial orbitals: 28
Near distance: 0.75 angstrom
Nuclear repulsion: 19.1995 eV
Singlet total energy: -31.8999 eV = -1.172301 hartree
Singlet orbital 1: n = 1.963852, c = +0.990922
Singlet orbital 2: n = 0.020580, c = -0.101439
Singlet orbital 3: n = 0.005969, c = -0.054629
Singlet orbital 4: n = 0.004212, c = -0.045889
Singlet orbital 5: n = 0.004212, c = -0.045889
Singlet orbital 6: n = 0.000201, c = -0.010019
Positive c among all 28 orbitals: 1
Sum of singlet occupations: 2.000000
h_11, h_22: -33.9771, -14.1850 eV
(11|11), (22|22), (12|12): 17.9330, 18.5811, 4.5669 eV
Singlet one-electron term: -67.0268 eV
Singlet diagonal repulsion: 17.9257 eV
Singlet cross term: -1.9984 eV
Singlet total with all signs plus: -27.6647 eV
Cost of reversing sign 2: 1.7003 eV
Lowest total energy in first 1 natural orbitals: -30.8216 eV
Lowest total energy in first 2 natural orbitals: -31.3335 eV
Lowest total energy in first 5 natural orbitals: -31.8084 eV
Lowest total energy in first 28 natural orbitals: -31.8999 eV
Triplet total energy: -21.3396 eV = -0.784217 hartree
Triplet minus singlet energy: 10.5603 eV
Triplet pair 1: occupation of each partner = 0.99716560
Triplet pair 2: occupation of each partner = 0.00219403
Triplet pair 3: occupation of each partner = 0.00029691
Triplet pair 4: occupation of each partner = 0.00029691
Sum of triplet occupations: 2.000000
Triplet one-electron term: -50.4698 eV
Triplet repulsion within pairs: 10.2127 eV
Triplet cross term: -0.2821 eV
Cost of reversing triplet pair 2: 0.39679 eV
Far distance: 4.00 angstrom
Far singlet n_1, n_2: 1.033492, 0.966491
Far singlet c_1, c_2: +0.718851, -0.695159
Far singlet total energy: -27.2025 eV
Two separate H atoms, same basis: -27.2010 eV
Far (11|11), (22|22), (12|12): 10.2255, 10.3858, 6.7044 eV
Equal-occupation repulsion, minus sign: 3.6013 eV
Equal-occupation repulsion, plus sign: 17.0100 eV
Point-charge repulsion at far distance: 3.5999 eV
```
